# Closure of an oxide film grown from parallel step edges: verification in Python

```python
"""
Result under test: oxide that starts only at parallel step edges (spacing L) and
grows equally fast along its surface normal closes the terraces at radius L/2,
when the mean thickness (volume per substrate area) is pi*L/8.
Symbols: L step spacing, g growth per cycle, r = cycles*g radius, s step height,
q vertical/lateral growth ratio, rho areal density of terrace nuclei.
All lengths are in nm. Parameters are rough, round values in the regime of
alumina atomic layer deposition on a densely stepped layered semiconductor.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree

L, g, s, q = 40.0, 0.1, 0.6, 0.8
thin_limit = 3.0
extra_cycles = 10


def mean_thickness(r, width):
    """Derived mean thickness over a terrace, before and after closure."""
    a = min(r, width / 2)
    return (a * np.sqrt(max(r * r - a * a, 0.0)) + r * r * np.arcsin(a / r)) / width


r_close = L / 2
h_close = np.pi * L / 8
n_close = int(round(L / (2 * g)))

# --- Growth cycle by cycle: every oxide surface point emits a disc of radius g.
# The profile is periodic; -inf marks bare substrate, which does not grow.
K = 40                                  # grid points per growth increment
n_grid = int(round(L / g)) * K
height = np.full(n_grid, -np.inf)
height[0] = 0.0
rise = g * np.sqrt(1 - (np.arange(K + 1) / K) ** 2)
sim_mean, sim_closing_cycle = {}, None
for cycle in range(1, n_close + extra_cycles + 1):
    new = height + rise[0]
    for k in range(1, K + 1):
        np.maximum(new, np.roll(height, k) + rise[k], out=new)
        np.maximum(new, np.roll(height, -k) + rise[k], out=new)
    height = new
    covered = np.isfinite(height)
    sim_mean[cycle] = np.where(covered, height, 0.0).mean()
    if sim_closing_cycle is None and covered.all():
        sim_closing_cycle = cycle
sim_min_after = height.min()

assert sim_closing_cycle == n_close
# The finite grid replaces each small arc by chords: an error of about 0.2 %.
for cycle in (n_close // 4, n_close // 2, n_close, n_close + extra_cycles):
    assert abs(sim_mean[cycle] / mean_thickness(cycle * g, L) - 1) < 0.005
assert abs(sim_mean[n_close] / h_close - 1) < 0.005
r_after = (n_close + extra_cycles) * g
min_after = np.sqrt(r_after**2 - L**2 / 4)
assert abs(sim_min_after / min_after - 1) < 0.02

# --- Unevenness at closure, from columns sampled across one period
x = (np.arange(400000) + 0.5) * L / 400000
profile = np.sqrt(np.maximum(r_close**2 - np.minimum(x, L - x) ** 2, 0))
rms = L * np.sqrt(1 / 6 - np.pi**2 / 64)
thin_fraction = 1 - np.sqrt(1 - (2 * thin_limit / L) ** 2)
assert abs(profile.mean() - h_close) < 1e-4
assert abs(profile.std() - rms) < 1e-4
assert abs(np.mean(profile < thin_limit) - thin_fraction) < 1e-4

# --- Step height: count area cells within r of the left or right riser
cell = 0.02
xc = (np.arange(int(round(L / cell))) + 0.5) * cell
zc = (np.arange(int(round((r_close + 2 * s) / cell))) + 0.5) * cell
X, Z = np.meshgrid(xc, zc)
near_left = np.hypot(X, np.maximum(Z - s, 0)) < r_close     # riser spans 0..s
near_right = np.hypot(L - X, Z) < r_close                   # riser spans -s..0
h_step_count = np.sum(near_left | near_right) * cell**2 / L
h_step = h_close + s / 2
assert abs(h_step_count - h_step) < 0.02
assert (near_left | near_right)[0].all()                    # floor is covered

# --- Unequal vertical and lateral growth: half-ellipses
h_ellipse = np.pi * q * L / 8
area = quad(lambda u: q * np.sqrt(r_close**2 - u * u), -r_close, r_close)[0]
assert abs(area / L - h_ellipse) < 1e-6

# --- Alternating terrace widths with the same mean spacing
widths = np.array([30.0, 50.0])
r_uneven = widths.max() / 2
h_uneven = sum(w * mean_thickness(r_uneven, w) for w in widths) / widths.sum()
xs = (np.arange(400000) + 0.5) * widths.sum() / 400000
edges = np.array([0.0, widths[0], widths.sum()])
gap = np.min(np.abs(xs[:, None] - edges[None, :]), axis=1)
h_uneven_direct = np.sqrt(np.maximum(r_uneven**2 - gap**2, 0)).mean()
assert abs(h_uneven - h_uneven_direct) < 1e-3
assert h_uneven > np.pi * widths.mean() / 8


# --- Random nuclei on the terraces, starting together with the steps
def bare_fraction(r, rho):
    return (1 - 2 * r / L) * np.exp(-np.pi * rho * r * r)


def mean_with_nuclei(r, rho):
    return quad(lambda z: 1 - bare_fraction(np.sqrt(max(r * r - z * z, 0)), rho),
                0, r)[0]


rng = np.random.default_rng(7)
strip = 200000.0                        # sampled terrace length
probes = np.column_stack([rng.uniform(0, L, 200000), rng.uniform(0, strip, 200000)])
to_step = np.minimum(probes[:, 0], L - probes[:, 0])
nuclei_rows = []
for density_cm2 in (1e10, 1e11, 1e12):
    rho = density_cm2 * 1e-14           # per nm^2
    r99 = brentq(lambda r: bare_fraction(r, rho) - 0.01, 1e-6, r_close)
    h99, h_full = mean_with_nuclei(r99, rho), mean_with_nuclei(r_close, rho)
    count = rng.poisson(rho * L * strip)
    nuclei = np.column_stack([rng.uniform(0, L, count), rng.uniform(0, strip, count)])
    nearest = np.minimum(to_step, cKDTree(nuclei).query(probes)[0])
    assert abs(np.mean(nearest > r99) - 0.01) < 0.002
    for radius, predicted in ((r99, h99), (r_close, h_full)):
        sampled = np.sqrt(np.maximum(radius**2 - nearest**2, 0)).mean()
        assert abs(sampled / predicted - 1) < 0.015      # sampling noise
    nuclei_rows.append((density_cm2, np.pi * rho * r_close**2, r99, h99, h_full))
r99_steps = 0.99 * r_close
h99_steps = mean_thickness(r99_steps, L)

print(f"step spacing L = {L:.1f} nm")
print(f"growth per cycle g = {g:.2f} nm")
print(f"pi/8 = {np.pi / 8:.4f}")
print(f"radius at closure = {r_close:.2f} nm")
print(f"cycles to closure, formula = {n_close}")
print(f"cycles to closure, simulated = {sim_closing_cycle}")
print(f"mean thickness at closure, formula = {h_close:.3f} nm")
print(f"mean thickness at closure, simulated = {sim_mean[n_close]:.3f} nm")
half = n_close // 2
print(f"at {half} cycles: coverage = {2 * half * g / L:.3f}")
print(f"at {half} cycles: mean, formula = {mean_thickness(half * g, L):.3f} nm")
print(f"at {half} cycles: mean, simulated = {sim_mean[half]:.3f} nm")
print(f"rms roughness at closure = {rms:.3f} nm ({rms / L:.4f} L)")
print(f"area thinner than {thin_limit:.1f} nm at closure = {100 * thin_fraction:.2f} %")
print(f"after {extra_cycles} more cycles: radius = {r_after:.2f} nm")
print(f"  minimum thickness, formula = {min_after:.3f} nm")
print(f"  minimum thickness, simulated = {sim_min_after:.3f} nm")
print(f"  mean thickness, formula = {mean_thickness(r_after, L):.3f} nm")
print(f"spacing that closes at mean {thin_limit:.1f} nm = {8 * thin_limit / np.pi:.2f} nm")
print("neglected effects, mean thickness at closure:")
print(f"  step height {s:.1f} nm: {h_step:.3f} nm ({100 * (h_step / h_close - 1):+.1f} %)")
print(f"  same, by counting cells: {h_step_count:.3f} nm")
print(f"  vertical/lateral growth {q:.1f}: {h_ellipse:.3f} nm "
      f"({100 * (h_ellipse / h_close - 1):+.1f} %)")
print(f"  terraces {widths[0]:.0f} and {widths[1]:.0f} nm: radius {r_uneven:.1f} nm, "
      f"mean {h_uneven:.3f} nm ({100 * (h_uneven / h_close - 1):+.1f} %)")
print(f"99 % coverage, steps only: radius {r99_steps:.2f} nm, mean {h99_steps:.2f} nm")
for density_cm2, number, r99, h99, h_full in nuclei_rows:
    print(f"terrace nuclei {density_cm2:.0e} cm^-2: {number:.3f} per disc of radius L/2")
    print(f"  99 % coverage: radius {r99:.2f} nm, mean {h99:.2f} nm")
    print(f"  at radius L/2: mean {h_full:.2f} nm")
print(f"density for one nucleus per such disc = {1e14 / (np.pi * r_close**2):.2e} cm^-2")
print("checks complete")
```

Running it gives:

```
step spacing L = 40.0 nm
growth per cycle g = 0.10 nm
pi/8 = 0.3927
radius at closure = 20.00 nm
cycles to closure, formula = 200
cycles to closure, simulated = 200
mean thickness at closure, formula = 15.708 nm
mean thickness at closure, simulated = 15.685 nm
at 100 cycles: coverage = 0.500
at 100 cycles: mean, formula = 3.927 nm
at 100 cycles: mean, simulated = 3.921 nm
rms roughness at closure = 4.464 nm (0.1116 L)
area thinner than 3.0 nm at closure = 1.13 %
after 10 more cycles: radius = 21.00 nm
  minimum thickness, formula = 6.403 nm
  minimum thickness, simulated = 6.377 nm
  mean thickness, formula = 17.104 nm
spacing that closes at mean 3.0 nm = 7.64 nm
neglected effects, mean thickness at closure:
  step height 0.6 nm: 16.008 nm (+1.9 %)
  same, by counting cells: 16.008 nm
  vertical/lateral growth 0.8: 12.566 nm (-20.0 %)
  terraces 30 and 50 nm: radius 25.0 nm, mean 21.049 nm (+34.0 %)
99 % coverage, steps only: radius 19.80 nm, mean 15.40 nm
terrace nuclei 1e+10 cm^-2: 0.126 per disc of radius L/2
  99 % coverage: radius 19.77 nm, mean 15.55 nm
  at radius L/2: mean 15.90 nm
terrace nuclei 1e+11 cm^-2: 1.257 per disc of radius L/2
  99 % coverage: radius 19.35 nm, mean 16.30 nm
  at radius L/2: mean 17.14 nm
terrace nuclei 1e+12 cm^-2: 12.566 per disc of radius L/2
  99 % coverage: radius 11.01 nm, mean 9.73 nm
  at radius L/2: mean 19.38 nm
density for one nucleus per such disc = 7.96e+10 cm^-2
checks complete
```
